# Coupled Z-vector equations for UMP2 and their closed-shell decoupling

## Orbital relaxation in UMP2 properties

A six-site model chain with three α and two β electrons has a summed electron position of $-0.9069$ bohr in unrestricted Hartree–Fock (UHF) theory, measured from the chain centre. The density of the first-order MP2 wavefunction adds $0.0013$ bohr. The derivative of the MP2 energy with respect to a field coupled to position adds $0.0132$ bohr, ten times more. The difference is the response of the orbitals. If α and β orbitals are allowed to respond without influencing each other, the result is $0.0193$ bohr, which is too large by 47% of the correct MP2 correction. The equations below account for these numbers.

### Setting and orbital rotations

Let $h^\sigma\to h^\sigma+\lambda V^\sigma$, with spin $\sigma=\alpha,\beta$ and $V^\sigma$ real and symmetric. Orbitals are real and are expanded in an orthonormal basis independent of $\lambda$. All electrons are correlated, and no MP2 denominator vanishes. Indices $i,j,k,l$ are occupied, $a,b,c$ virtual, and $p,q$ general. Integrals are $(pq|rs)=\iint \phi_p\phi_q(1)\,r_{12}^{-1}\,\phi_r\phi_s(2)$; a model may replace $r_{12}^{-1}$ by another symmetric interaction. The UHF Fock matrix is

$$F^\sigma_{pq}=h^\sigma_{pq}+\sum_\tau\sum_{k\in\tau}(pq|kk)-\sum_{k\in\sigma}(pk|kq). \tag{1}$$

Rotate the orbitals of each spin, to first order, by

$$\phi_i\to\phi_i+\sum_a\kappa_{ai}\phi_a,\qquad \phi_a\to\phi_a-\sum_i\kappa_{ai}\phi_i . \tag{2}$$

The opposite signs preserve orthonormality. The density matrix changes by $\kappa_{ai}(\phi_a\phi_i+\phi_i\phi_a)$, so

$$\frac{\partial E_{\rm HF}}{\partial\kappa^\sigma_{ai}}=2F^\sigma_{ai}. \tag{3}$$

The converged determinant therefore satisfies $F^\sigma_{ai}=0$. This condition fixes how the orbitals follow $\lambda$.

We also need the change of $F^\sigma_{bj}$. The rotation of its own two orbitals gives $\sum_aF_{ba}\kappa_{aj}-\sum_i\kappa_{bi}F_{ij}$, which is $(\varepsilon_b-\varepsilon_j)\kappa_{bj}$ in canonical orbitals. The density change enters the Coulomb term twice, through $\phi_a\phi_i$ and $\phi_i\phi_a$, giving $2(bj|ai)$ for either spin. In the exchange term it gives $-(ba|ij)-(bi|aj)$, for equal spins. Hence

$$\begin{aligned}M^{\sigma\tau}_{ai,bj}&=\frac{\partial F^\tau_{bj}}{\partial\kappa^\sigma_{ai}}
=\delta_{\sigma\tau}\delta_{ab}\delta_{ij}(\varepsilon^\sigma_a-\varepsilon^\sigma_i)\\&\quad+2(ai|bj)-\delta_{\sigma\tau}[(ab|ij)+(aj|ib)].\end{aligned} \tag{4}$$

This matrix is symmetric. By (3), the Hessian of the HF energy at the stationary point is $2M$. The two spins are coupled by the Coulomb term alone: rotating α orbitals changes the charge density felt by β electrons.

### An MP2 functional without orbital-energy differences

Differentiating the canonical MP2 formula directly would require rotations inside the occupied and virtual spaces, with denominators such as $\varepsilon_i-\varepsilon_j$. The Hylleraas functional avoids them. For a first-order wavefunction $\Psi_1$ made of double excitations, it is

$$J=2\langle\Psi_1|H|\Phi_0\rangle+\langle\Psi_1|\hat F-E_0|\Psi_1\rangle , \tag{5}$$

where $\Phi_0$ is the determinant and $E_0$ its expectation value of $\hat F$. Write $t^{\sigma\tau}_{ij,ab}$ for the amplitude exciting $i\to a$ in spin $\sigma$ and $j\to b$ in spin $\tau$. Equal-spin amplitudes are antisymmetric in $ij$ and in $ab$, and $t^{\beta\alpha}_{ij,ab}=t^{\alpha\beta}_{ji,ba}$. Counting each double excitation once gives

$$\begin{aligned}J={}&\tfrac12\sum_\sigma\sum_{ijab}t^{\sigma\sigma}_{ij,ab}[(ia|jb)-(ib|ja)]\\
&+2\sum_{ijab}t^{\alpha\beta}_{ij,ab}(ia|jb)+\sum_\sigma\sum_{pq}\gamma^\sigma_{pq}F^\sigma_{pq}.\end{aligned} \tag{6}$$

Here $\gamma$ is the density change carried by $\Psi_1$. Excitations remove occupied density and add virtual density:

$$\begin{aligned}\gamma^\sigma_{ij}&=-\sum_\tau f_{\sigma\tau}\sum_{kab}t^{\sigma\tau}_{ik,ab}t^{\sigma\tau}_{jk,ab},\\
\gamma^\sigma_{ab}&=\sum_\tau f_{\sigma\tau}\sum_{ijc}t^{\sigma\tau}_{ij,ac}t^{\sigma\tau}_{ij,bc},\end{aligned} \tag{7}$$

with $f=\tfrac12$ for equal spins and $1$ for opposite spins. The factor one half arises because the norm of the equal-spin part is $\tfrac14\sum t^2$ and either of its two holes may be the one counted. There is no $\gamma_{ai}$: $F_{ai}$ changes the excitation level by one and cannot connect two double excitations.

In canonical orbitals let $D=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b$. The last term of (6) becomes $-\tfrac14\sum t^2D$ for each equal-spin part and $-\sum t^2D$ for the opposite-spin part. Setting the derivatives with respect to $t$ to zero gives

$$t^{\sigma\sigma}_{ij,ab}=\frac{(ia|jb)-(ib|ja)}{D},\qquad t^{\alpha\beta}_{ij,ab}=\frac{(ia|jb)}{D}. \tag{8}$$

Inserting these values halves the linear terms and returns the UMP2 energy $E_2$. A rotation within the occupied or virtual space merely transforms $t$ along with the integrals, so the stationary value of $J$ is unchanged. Only the rotations (2) need multipliers. If some occupied orbitals were left uncorrelated, this invariance would not cover rotations between them and the correlated ones, and further multipliers would be needed.

### The source and the Z-vector equations

Define

$$L=J+\sum_\sigma\sum_{ai}z^\sigma_{ai}F^\sigma_{ai}. \tag{9}$$

Along the converged solutions $L=E_2$ for every $\lambda$. If $L$ is also stationary in $t$, $z$ and $\kappa$, its total derivative equals its explicit derivative. Stationarity in $t$ gives (8), and in $z$ it gives the HF condition. Stationarity in $\kappa$ requires $X^\sigma_{ai}=\partial J/\partial\kappa^\sigma_{ai}$ at fixed $t$.

First take the integral terms of (6). Antisymmetry of $t^{\sigma\sigma}$ turns the equal-spin term into $\sum t^{\sigma\sigma}_{ij,ab}(ia|jb)$. Both pairs, $ia$ and $jb$, then vary and contribute equally, giving a factor 2. In the opposite-spin term one pair belongs to spin $\sigma$, but the prefactor is already 2. Thus

$$\delta J_{\rm int}=2\sum_\tau\sum_{ijab}t^{\sigma\tau}_{ij,ab}\,(\delta[ia]\,|\,jb). \tag{10}$$

By (2), $\delta[ia]=\sum_c\kappa_{ci}\,[ca]-\sum_k\kappa_{ak}\,[ik]$. Collecting the coefficient of $\kappa_{ai}$ after relabelling gives the first line of (11).

In the Fock term, rotating the outer orbitals of $F_{kl}$ or $F_{bc}$ produces elements $F_{ai}$, which vanish. The density response remains. Its derivative of $F^\tau_{pq}$ is $2(pq|ai)-\delta_{\sigma\tau}[(pa|iq)+(pi|aq)]$, and the two exchange parts are equal when summed with symmetric $\gamma$. Altogether

$$\begin{aligned}X^\sigma_{ai}={}&2\sum_\tau\Big[\sum_{jbc}t^{\sigma\tau}_{ij,cb}(ac|jb)-\sum_{kjb}t^{\sigma\tau}_{kj,ab}(ki|jb)\Big]\\
&+2\sum_\tau\sum_{pq}\gamma^\tau_{pq}(ai|pq)-2\sum_{pq}\gamma^\sigma_{pq}(ap|qi).\end{aligned} \tag{11}$$

The condition $\partial L/\partial\kappa^\sigma_{ai}=0$ is now

$$\begin{pmatrix}M^{\alpha\alpha}&M^{\alpha\beta}\\M^{\beta\alpha}&M^{\beta\beta}\end{pmatrix}
\begin{pmatrix}z^\alpha\\z^\beta\end{pmatrix}=-\begin{pmatrix}X^\alpha\\X^\beta\end{pmatrix}. \tag{12}$$

These are the coupled UMP2 Z-vector equations. The explicit $\lambda$ dependence of (9) lies in the Fock elements, so

$$\frac{dE_2}{d\lambda}=\sum_\sigma\Big[\sum_{pq}\gamma^\sigma_{pq}V^\sigma_{pq}+\sum_{ai}z^\sigma_{ai}V^\sigma_{ai}\Big]. \tag{13}$$

The relaxed density correction therefore has occupied–virtual elements $z_{ai}/2$ on each side of the diagonal. The HF energy contributes $\sum_\sigma\sum_iV^\sigma_{ii}$, without orbital response, because it is stationary.

Equation (13) can also be read through the orbital response. Differentiating $F_{ai}=0$ gives $M\kappa'=-V$, where $\kappa'=d\kappa/d\lambda$ and $V$ collects the elements $V_{ai}$. The orbital contribution to $dE_2/d\lambda$ is

$$X^{\rm T}\kappa'=-X^{\rm T}M^{-1}V=z^{\rm T}V, \tag{14}$$

by the symmetry of $M$. Neither $M$ nor $X$ contains $V$, so one solution $z$ serves every first-order property of this type.

### The open-shell chain

The chain has spacing $2.6$ bohr and alternating hopping of $-0.12$ and $-0.09$ hartree, beginning and ending with the stronger value. Each site has core charge one. The leftmost site is lowered by $0.05$ hartree. In the site basis the nonzero repulsion integrals are $(pp|qq)=(R_{pq}^2+U^{-2})^{-1/2}$ with $U=0.35$ hartree; attraction to the other cores has the same form. These are model parameters and describe no particular material.

With three α and two β electrons, (12) has $3\times3+4\times2=17$ unknowns. The MP2 energy is $-0.00580$ hartree. Every element of $M$ and $X$ was tested against finite orbital rotations; the largest deviations are $3\times10^{-13}$ and $7\times10^{-15}$ hartree.

For position, (13) reads

$$0.00130+0.01190=0.01320\ \text{bohr}, \tag{15}$$

where the second number is the orbital part. The total UMP2 position is $-0.9069+0.0132=-0.8937$ bohr. A second observable is the staggered spin $S=\tfrac12\sum_p(-1)^p(n_{p\alpha}-n_{p\beta})$, with $p=0$ at the left end. Its UHF value is $0.0855$, and the MP2 correction is $-0.0008-0.0080=-0.0088$. Both relaxed corrections agree with finite-field derivatives of $E_2$ to the six decimals printed.

Setting $M^{\alpha\beta}=0$ changes the position correction to $0.0193$ bohr and the spin correction to $-0.0076$. The first is too large, the second too small in magnitude. The closed-shell equations show how the coupling can act in opposite directions on charge and spin.

### Closed shells: two matrices, one source

Let both spins occupy the same spatial orbitals. Then $M^{\alpha\alpha}=M^{\beta\beta}$ and $M^{\alpha\beta}=M^{\beta\alpha}$. Define

$$z^\pm=\frac{z^\alpha\pm z^\beta}{\sqrt2},\qquad X^\pm=\frac{X^\alpha\pm X^\beta}{\sqrt2}. \tag{16}$$

Adding and subtracting the rows of (12) gives

$$M^+z^+=-X^+,\qquad M^-z^-=-X^-, \tag{17}$$

with $M^\pm=M^{\alpha\alpha}\pm M^{\alpha\beta}$. From (4),

$$\begin{aligned}M^+_{ai,bj}&=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)+4(ai|bj)-(ab|ij)-(aj|ib),\\
M^-_{ai,bj}&=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)-(ab|ij)-(aj|ib).\end{aligned} \tag{18}$$

These are the singlet and triplet orbital Hessians, up to the common factor 2 noted below (4). Equal rotations of both spins change the charge density and feel its Coulomb repulsion. Opposite rotations leave the total density unchanged to first order, so the Coulomb terms cancel.

The source has less freedom than the matrix. With common orbitals and orbital energies, (8) gives $t^{\alpha\alpha}=t^{\beta\beta}$ and $t^{\alpha\beta}=t^{\beta\alpha}$. Then (7) gives $\gamma^\alpha=\gamma^\beta$, and (11) gives

$$X^\alpha=X^\beta,\qquad X^-=0. \tag{19}$$

If $M^-$ is nonsingular, $z^-=0$. The operator splits into singlet and triplet parts, but the closed-shell MP2 energy drives the singlet part alone. This holds whatever the perturbation, since $X$ does not contain it. A spin-odd perturbation, $V^\alpha=-V^\beta$, has zero first-order effect on $E_2$: its contributions to (13) cancel between the spins.

If $M^-$ is singular, any null vector may be added to $z^-$. The spin-symmetric choice is again $z^-=0$, and spin-independent properties do not depend on the choice. A singular $M^+$ is more serious when $X^+$ has a component along the null vector, because the equation then has no solution. Spatial symmetry can remove that component: for a symmetric determinant $X^+$ is totally symmetric and hence orthogonal to a symmetry-breaking null vector.

The remaining source is conveniently written with $T_{ij,ab}=t^{\alpha\alpha}_{ij,ab}+t^{\alpha\beta}_{ij,ab}=[2(ia|jb)-(ib|ja)]/D$ and $\gamma=\gamma^\alpha=\gamma^\beta$:

$$\begin{aligned}X^\alpha_{ai}={}&2\sum_{jbc}T_{ij,cb}(ac|jb)-2\sum_{kjb}T_{kj,ab}(ki|jb)\\
&+\sum_{pq}\gamma_{pq}[4(ai|pq)-2(ap|qi)].\end{aligned} \tag{20}$$

Two electrons in two orbitals make every term visible. Let $\Delta=\varepsilon_a-\varepsilon_i$ and $K=(ai|ai)$. Equal-spin amplitudes vanish, $t=t^{\alpha\beta}=-K/(2\Delta)$, and $\gamma_{aa}=-\gamma_{ii}=t^2$. For $p=q=i$ the bracket in (20) is $2(ai|ii)$, and for $p=q=a$ it is $2(ai|aa)$. Hence

$$\begin{aligned}X^\alpha_{ai}&=2(t+t^2)\,[(aa|ai)-(ii|ai)],\\
z^\alpha_{ai}&=-\frac{X^\alpha_{ai}}{\Delta+3K-(aa|ii)}.\end{aligned} \tag{21}$$

The bracket compares the electrostatic interaction of the transition density $\phi_a\phi_i$ with the two orbital densities. If reflection makes one orbital even and the other odd, both integrals vanish and there is no relaxation. The triplet matrix here is $\Delta-(aa|ii)-K$; it can vanish while the denominator in (21), larger by $4K$, remains positive.

### Reading the closed-shell numbers

With three electrons of each spin, the chain's MP2 energy is $-0.00744$ hartree. The lowest eigenvalues of $M^+$ and $M^-$ are $0.210$ and $0.086$ hartree. Their order follows from

$$\sum_{ai,bj}y_{ai}(M^+-M^-)_{ai,bj}y_{bj}=4(\rho_y|\rho_y)\ge0,\qquad \rho_y=\sum_{ai}y_{ai}\phi_a\phi_i . \tag{22}$$

The right side is an electrostatic self-energy, nonnegative for the Coulomb kernel and for the softened kernel used here, whose Fourier transform is positive.

The calculation gives a norm of $0.0160$ for $z^+$ and zero to rounding for $z^-$. The position is $-0.7081$ bohr in restricted HF theory. Its MP2 correction is $0.0032+0.0265=0.0297$ bohr, in agreement with the finite-field derivative. Correlation at this level thus reduces the displacement towards the lowered site by about 4% of its HF value.

The triplet matrix appears when a spin-odd field acts on the HF orbitals. For $V^\alpha=v$ and $V^\beta=-v$, the response is $\kappa'^\alpha=-\kappa'^\beta=-(M^-)^{-1}v$. Each spin changes the moment by $2(V^\sigma)^{\rm T}\kappa'^\sigma$, where the factor 2 comes from the two off-diagonal density elements. Therefore

$$\frac{d\langle V\rangle_{\rm HF}}{d\lambda}=-4v^{\rm T}(M^-)^{-1}v. \tag{23}$$

A spin-independent field gives the same expression with $M^+$. The values are $-26.6$ hartree$^{-1}$ for staggered spin and $-143$ bohr$^2$/hartree for position; both formulas were tested against finite fields.

Dropping the αβ block replaces both matrices by $M^{\alpha\alpha}=(M^++M^-)/2$. When $M^-$ is positive definite, (22) then implies that HF charge responses cannot decrease in magnitude and HF spin responses cannot increase. The open-shell errors found above have the same directions. This is an analogy and no proof for that case: its spins do not decouple, and $z^{\rm T}V$ contains two different vectors.

### Approach to the triplet instability

Let $\eta>0$ be the lowest eigenvalue of $M^-$, with normalized eigenvector $u$. If $u^{\rm T}v\ne0$, (23) grows as $1/\eta$. For the MP2 part, regard $E_2$ as a function of the orbital rotation and of the field $\lambda$. The first-order spin-odd rotation is proportional to $\lambda/\eta$. Its square enters the energy at order $\lambda^2$ in two ways: through the curvature of $E_2$, and through a second-order singlet rotation multiplied by $X^+$. Both scale as $1/\eta^2$. Terms with one spin-odd rotation and one explicit field factor scale as $1/\eta$. The MP2 response therefore grows as $1/\eta^2$ unless the leading coefficients cancel.

Scaling the original hopping values by $0.463342$ gives $\eta=0.002$ hartree; scaling them by $0.457432$ instead gives $\eta=0.001$ hartree. The digits matter, because $\eta$ is a small number that changes quickly with the hopping. Compare the second case with the first. The norm of $z^+$ changes by a factor of $1.015$, the HF spin response by $1.996$, and its MP2 correction by $4.01$ (the next digit depends on the finite field step used). The lowest singlet eigenvalue stays near $0.12$ hartree. A regular closed-shell density correction is therefore no evidence that spin responses are well behaved.

At $\eta=0.001$ hartree the HF response is $-2.39\times10^3$ and the MP2 correction $+3.32\times10^4$ hartree$^{-1}$. Their sum is positive. This cannot be the response of an exact ground state: its energy is the minimum over states of functions linear in $\lambda$, hence concave, and its second derivative cannot be positive. Second-order perturbation theory has failed for this property. At $\lambda=0$, meanwhile, (17) still gives a finite $z^+$.

For $\eta<0$ the restricted determinant is a saddle point, and determinants with different α and β orbitals lie lower. At such a UHF solution the equalities behind (16)–(19) no longer hold, and the coupled equations (12) must be used even though the numbers of α and β electrons are equal. The numerical output below lists the values for the open-shell chain, the original closed-shell chain and the two closed-shell chains with small positive $\eta$; it contains no case with $\eta<0$.

## Numbers as computed

```
site spacing: 2.60 bohr
on-site repulsion: 0.35 hartree
strong hopping: -0.12 hartree
weak hopping: -0.09 hartree
end-site energy shift: -0.05 hartree
OPEN SHELL, 3 alpha + 2 beta electrons
number of coupled unknowns: 17
UHF energy: -0.684106 hartree
MP2 correlation energy: -0.005799 hartree
lowest eigenvalue of M: 0.060049 hartree
largest error in M elements: 3.1e-13 hartree
largest error in X elements: 7.3e-15 hartree
norm of z alpha: 0.032295
norm of z beta: 0.041678
position, UHF: -0.906857 bohr
position, MP2 part unrelaxed: 0.001298 bohr
position, MP2 part relaxed: 0.013201 bohr
position, MP2 part finite field: 0.013201 bohr
position, MP2 part no a-b coupling: 0.019345 bohr
staggered spin, UHF: 0.085539
staggered spin, MP2 part unrelaxed: -0.000780
staggered spin, MP2 part relaxed: -0.008776
staggered spin, MP2 part finite field: -0.008776
staggered spin, MP2 part no a-b coupling: -0.007627
CLOSED SHELL, 3 alpha + 3 beta electrons
RHF energy: -0.690162 hartree
MP2 correlation energy: -0.007439 hartree
lowest singlet eigenvalue: 0.210026 hartree
lowest triplet eigenvalue: 0.086153 hartree
norm of z plus: 0.016011
norm of z minus: 2.6e-18
position, RHF: -0.708100 bohr
position, MP2 part unrelaxed: 0.003165 bohr
position, MP2 part relaxed: 0.029686 bohr
position, MP2 part finite field: 0.029686 bohr
HF position response: -143.4145 bohr^2/hartree
HF staggered-spin response: -26.6284 1/hartree
MP2 part of staggered-spin response: 3.2798 1/hartree
NEAR THE TRIPLET INSTABILITY
hopping scale factor: 0.463342
  lowest triplet eigenvalue: 0.002000 hartree
  lowest singlet eigenvalue: 0.122875 hartree
  norm of z plus: 0.035585
  HF spin response: -1198.6 1/hartree
  MP2 part of spin response: 8262 1/hartree
hopping scale factor: 0.457432
  lowest triplet eigenvalue: 0.001000 hartree
  lowest singlet eigenvalue: 0.121813 hartree
  norm of z plus: 0.036123
  HF spin response: -2392.6 1/hartree
  MP2 part of spin response: 33167 1/hartree
ratio of z plus norms: 1.0151
ratio of HF spin responses: 1.9962
ratio of MP2 spin responses: 4.0142
```
